\section*{Exact Two-Component Decoupling of a Matrix Dirac Hamiltonian}

\section{The decoupling and its eigenvalues}

A free electron of momentum $p$ shows in scalars what the general problem requires of matrices. Hartree atomic units are used, so $\hbar=m=e=1$ and $c$ is the speed of light, and the rest energy $c^2$ is subtracted from all energies. Write $\pi=\boldsymbol\sigma\cdot\mathbf p$, for which $\pi^2=p^2$. The Dirac equation for the large component $\varphi$ and the small component $\chi$ in a potential $V(\mathbf r)$ is
\begin{align}
V\varphi+c\,\pi\chi&=E\varphi,\label{eq:dl}\\
c\,\pi\varphi+(V-2c^2)\chi&=E\chi.\label{eq:ds}
\end{align}
For $V=0$, let $f$ be a plane wave with a fixed spin, and put $\varphi=af$ and $\chi=b\,\pi f/(2c)$. With $T=p^2/2$, the first equation becomes $Tb=Ea$. In the second, the common factor $\pi f$ leaves $c\,a-c\,b=Eb/(2c)$, or $a-b=Eb/(2c^2)$. Let $x=b/a$ and $\tau=T/(2c^2)$. Then $E=Tx$, and inserting this in the second equation gives
\begin{equation}
1-x=\tau x^2,\qquad x_\pm=\frac{-1\pm\sqrt{1+4\tau}}{2\tau}.
\end{equation}
Since $T/(2\tau)=c^2$ and $4\tau=p^2/c^2$, the energies are $E_\pm=c^2(-1\pm\sqrt{1+p^2/c^2})$. The upper sign is the electron and the lower sign the negative-energy solution. The electronic ratio $x_+=2/(1+\sqrt{1+p^2/c^2})$ is near 1 for slow electrons and falls as $2c/p$ for fast ones.

Suppose now that $x=x_+$ is known and only $a$ is kept as an unknown. The energy form of the vector $(1,x)$ is $2Tx-Tx^2$ and its norm is $1+\tau x^2$. Because $\tau x^2=1-x$, the norm equals $2-x$, and the quotient is
\begin{equation}
\frac{2Tx-Tx^2}{1+\tau x^2}=\frac{Tx(2-x)}{2-x}=Tx=E_+ .
\end{equation}
A problem of half the size has returned the electronic energy without approximation. With a potential and many basis functions, $x$ becomes a matrix $X$. Two things must then be proved: that $X$ exists, and that the smaller problem has all the electronic eigenvalues and no others.

Let $f_1,\dots,f_N$ be linearly independent two-component functions, smooth and decaying well enough for $\pi$ to be moved from one side of an inner product to the other. Expand
\begin{equation}
\varphi=\sum_j a_jf_j,\qquad \chi=\sum_j b_j\frac{\pi f_j}{2c}.
\end{equation}
This choice of small functions is restricted kinetic balance. Define the matrices
\begin{equation}
S_{ij}=\langle f_i|f_j\rangle,\quad T_{ij}=\tfrac12\langle f_i|p^2|f_j\rangle,\quad V_{ij}=\langle f_i|V|f_j\rangle,\quad W_{ij}=\langle \pi f_i|V|\pi f_j\rangle .
\end{equation}
Projection of \eqref{eq:dl} on $f_i$ gives $Va+\frac12\langle f|\pi^2|f\rangle b=Va+Tb$ on the left and $ESa$ on the right. Projection of \eqref{eq:ds} on $\pi f_i/(2c)$ gives four factors to trace. The coupling is $c\cdot\frac1{2c}\langle\pi f|\pi f\rangle=T$, the potential gives $W/(4c^2)$, the term $-2c^2$ gives $-2c^2\cdot 2T/(4c^2)=-T$, and the norm is $2T/(4c^2)$. Hence
\begin{equation}
DC=MC\,E,\quad D=\begin{pmatrix}V&T\\T&Q\end{pmatrix},\quad M=\begin{pmatrix}S&0\\0&M_S\end{pmatrix},\quad
Q=\frac{W}{4c^2}-T,\quad M_S=\frac{T}{2c^2}.\label{eq:mat}
\end{equation}
The overlap $S$ is positive definite by linear independence. So is $T$, because $a^\dagger Ta=\frac12\|\pi\sum_ja_jf_j\|^2$ vanishes only if $\pi f=0$ for $f=\sum_ja_jf_j$, hence $p^2f=0$, which no nonzero square-integrable function satisfies. Therefore $M$ is positive definite, and \eqref{eq:mat} has $2N$ real eigenvalues with eigenvectors that can be taken orthonormal in the metric $M$.

The word electronic needs a definition that does not rest on the sign of the energy. Assume that there is a real number $\mu$ such that

(i) $F=Q-\mu M_S$ is negative definite, and

(ii) exactly $N$ eigenvalues of \eqref{eq:mat} lie above $\mu$ and $N$ lie below it.

The $N$ eigenvalues above $\mu$ are called electronic. Condition (i) has a direct meaning. For a vector with small coefficients $b$ and no large component,
\begin{equation}
\frac{b^\dagger Fb}{b^\dagger M_Sb}=-2c^2+\langle V\rangle_b-\mu ,\label{eq:fmean}
\end{equation}
where $\langle V\rangle_b$ is the mean potential in that small component. All purely small vectors must thus have mean energies below $\mu$. If $V\le0$ everywhere, then $\langle V\rangle_b\le0$, and (i) holds for every $\mu>-2c^2$.

Condition (ii) can be examined without finding the spectrum. By direct multiplication,
\begin{equation}
D-\mu M=\begin{pmatrix}1&TF^{-1}\\0&1\end{pmatrix}\begin{pmatrix}\Sigma&0\\0&F\end{pmatrix}\begin{pmatrix}1&0\\F^{-1}T&1\end{pmatrix},\qquad \Sigma=V-\mu S-TF^{-1}T .\label{eq:schur}
\end{equation}
The outer factors are invertible and adjoint to each other. Such a factor does not change the number of positive eigenvalues of a Hermitian matrix. That number is the largest dimension of a subspace on which the quadratic form is positive: a larger positive subspace would have to meet the span of the eigenvectors with nonpositive eigenvalues. An invertible map preserves dimensions of subspaces. The same argument with the factors $M^{-1/2}$ shows that $D-\mu M$ has as many positive eigenvalues as there are energies above $\mu$. The block $F$ contributes none, so given (i), $N$ energies lie above $\mu$ if and only if $\Sigma$ is positive definite. The same count for negative eigenvalues then puts the other $N$ below $\mu$.

The term $-TF^{-1}T$ is positive and represents the kinetic coupling. It can compensate a large block $V-\mu S$ that is not itself positive. If the attraction becomes too strong, however, $\Sigma$ loses its positivity, an upper level passes $\mu$, and a lower gap point must be sought. Condition (i) requires $\mu$ to lie above the highest eigenvalue of $Q$ in the metric $M_S$, so no gap point exists once the lowest upper level has fallen below that eigenvalue.

Collect the orthonormal electronic eigenvectors in the $2N\times N$ matrix $C_+$, with large part $A$ and small part $B$, and their energies in the diagonal matrix $E$. Both $A$ and $B$ are $N\times N$. Suppose $Au=0$ for some $u\ne0$. The vector $C_+u$ is not zero, because the columns of $C_+$ are independent, so it has the form $(0,b)$ with $b=Bu\neq0$. From its expansion in electronic eigenvectors,
\begin{equation}
(C_+u)^\dagger(D-\mu M)(C_+u)=\sum_k|u_k|^2(E_k-\mu)>0 .
\end{equation}
From its form $(0,b)$, the same number is $b^\dagger Fb$, which is negative by (i). The contradiction proves that $A$ is invertible. Consequently
\begin{equation}
X=BA^{-1}\label{eq:x}
\end{equation}
exists, and it is the unique matrix that takes the large to the small coefficients of every electronic solution. It does not depend on the choice of eigenvectors within a degenerate level, since replacing $C_+$ by $C_+Y$ with invertible $Y$ gives $BY(AY)^{-1}=BA^{-1}$.

Condition (i) cannot simply be dropped. Take $c=1$ and two uncoupled functions with $S=T=1$, and let the first feel a constant repulsion of 10 hartree while the second is free. For the first function $W=10\cdot2T=20$, so $Q=20/4-1=4$. With $\tau=1/2$ the free energies are $-1\pm\sqrt3$, or $0.732$ and $-2.732$ hartree, and the repulsion raises them by 10 for the first function. The four eigenvalues are
\begin{equation}
-2.732,\quad 0.732,\quad 7.268,\quad 10.732\ \text{hartree}.
\end{equation}
At $\mu=4$ there are two above and two below, so (ii) holds. But $F=4-4/2=2$ for the first function, which violates (i). Both upper eigenvectors belong to the first function, so $A$ has rank 1 and no $X$ exists. The level at $7.268$ is a negative-energy solution lifted above the free electron level, because the repulsion exceeds the distance $2\sqrt3=3.464$ hartree between the two free levels. No other gap point helps: (i) requires $\mu>8$, whereas (ii) requires $0.732<\mu<7.268$.

Return to the case in which (i) and (ii) hold, and write $J$ for the column of blocks $(1,X)$, so that $C_+=JA$. Then $DJA=MJAE$, and multiplication from the right by $A^{-1}$ gives
\begin{equation}
DJ=MJG,\qquad G=AEA^{-1}.\label{eq:inv}
\end{equation}
The two block rows of this equation are
\begin{equation}
V+TX=SG,\qquad T+QX=M_SXG .\label{eq:rows}
\end{equation}
The first gives $G=S^{-1}(V+TX)$, and the second becomes an equation for $X$ alone,
\begin{equation}
T+QX=M_SXS^{-1}(V+TX).\label{eq:ric}
\end{equation}
It is quadratic, like $1-x=\tau x^2$, and like that equation it has other solutions. Condition \eqref{eq:ric} alone therefore does not identify the electronic $X$; the spectrum of $G$ must also lie above $\mu$.

The two-component problem follows by projecting on the columns of $J$. Define
\begin{align}
L&=J^\dagger DJ=V+TX+X^\dagger T+X^\dagger QX,\label{eq:l}\\
\tilde S&=J^\dagger MJ=S+X^\dagger M_SX .\label{eq:st}
\end{align}
Both are Hermitian, and $\tilde S$ is positive definite because $S$ is. Multiplying \eqref{eq:inv} from the left by $J^\dagger$ gives $L=\tilde SG$, and with $GA=AE$,
\begin{equation}
LA=\tilde SAE .\label{eq:main}
\end{equation}
The columns of $A$ are $N$ independent eigenvectors of an $N\times N$ problem, so they are a complete set. Its eigenvalues are therefore the $N$ electronic energies, each with its full multiplicity, and there are no further ones. The way back is equally direct. If $La=\varepsilon\tilde Sa$, then $Ga=\varepsilon a$, and $DJa=MJGa=\varepsilon MJa$, so $(a,Xa)$ is a four-component eigenvector with the same energy.

The equality is between two matrix problems. It does not remove the error of a finite basis, and it says nothing about electron interaction that is absent from $D$.

\section{The complete transformation and a heavy one-electron system}

The matrices $S$, $T$, $V$ and $W$ are those of the overlap, the kinetic energy, the potential and $\pi V\pi$ with $\pi=\boldsymbol\sigma\cdot\mathbf p$. The four-component matrix $D$ has the blocks $V$, $T$, $T$ and $Q=W/(4c^2)-T$, and its metric $M$ has the blocks $S$ and $M_S=T/(2c^2)$. The $N$ electronic energies $E_k$ lie above a gap point $\mu$ and the other $N$ below, and $F=Q-\mu M_S$ is negative definite. The matrix $X$ takes large to small electronic coefficients, and $J$ is the column $(1,X)$. With $DJ=MJG$, $L=J^\dagger DJ$ and $\tilde S=J^\dagger MJ$, the problem $La=\varepsilon\tilde Sa$ has exactly the electronic energies.

The metric $\tilde S$ contains the norm of the small component. To return to the ordinary overlap $S$, put $a=Ra'$ with
\begin{equation}
R=S^{-1/2}K^{-1/2}S^{1/2},\qquad K=S^{-1/2}\tilde SS^{-1/2}.
\end{equation}
Since $\tilde S=S^{1/2}KS^{1/2}$,
\begin{equation}
R^\dagger\tilde SR=S^{1/2}K^{-1/2}S^{-1/2}\,S^{1/2}KS^{1/2}\,S^{-1/2}K^{-1/2}S^{1/2}=S .
\end{equation}
Multiplying $LRa'=\varepsilon\tilde SRa'$ by $R^\dagger$ then gives
\begin{equation}
ha'=\varepsilon Sa',\qquad h=R^\dagger LR .\label{eq:h}
\end{equation}
As $R$ is invertible, $h$ in the metric $S$ has the same $N$ eigenvalues. Any other four-component matrix $O$ has the expectation value $a'^\dagger R^\dagger J^\dagger OJRa'$, so a property must be transformed along with the energy.

The remaining half of the space is spanned by
\begin{equation}
J_-=\begin{pmatrix}-S^{-1}X^\dagger M_S\\1\end{pmatrix},\qquad J^\dagger MJ_-=-X^\dagger M_S+X^\dagger M_S=0 .
\end{equation}
It follows that $J_-^\dagger DJ=J_-^\dagger MJG=0$: the Hamiltonian does not couple the halves. Let $L_-=J_-^\dagger DJ_-$ and $\tilde S_-=J_-^\dagger MJ_-$, and let $R_-$ be built like $R$ so that $R_-^\dagger\tilde S_-R_-=M_S$. The square matrix $U=(JR,\;J_-R_-)$ satisfies
\begin{equation}
U^\dagger MU=M,\qquad U^\dagger DU=\begin{pmatrix}h&0\\0&R_-^\dagger L_-R_-\end{pmatrix}.
\end{equation}
It is unitary in the metric $M$. The two blocks together carry all $2N$ eigenvalues, and since $h$ has the electronic ones, the lower block has those below $\mu$.

What happens if another matrix $Z$ is used for $X$? Let $J_Z$ be the column $(1,Z)$, and let $\theta_1\le\dots\le\theta_N$ be the eigenvalues of $J_Z^\dagger DJ_Z$ in the metric $J_Z^\dagger MJ_Z$. Number the electronic energies in ascending order too. The eigenvectors for $\theta_k,\dots,\theta_N$ give, through $J_Z$, a space of dimension $N-k+1$ on which the energy quotient is at least $\theta_k$. The four-component eigenvectors with energies up to $E_k$, the $N$ lower ones included, span a space of dimension $N+k$ on which the quotient is at most $E_k$. The dimensions add to $2N+1$, so the spaces share a nonzero vector, and
\begin{equation}
\theta_k\le E_k .\label{eq:bound}
\end{equation}
The electronic $X$ makes every one of the $N$ eigenvalues as large as possible. An approximate $X$ can place levels too low, never too high, relative to the four-component matrix in the same basis.

The error is of second order. Let $Z=X+\epsilon Y$. Since $J$ and $J_-$ span the whole space, the column $(0,Y)$ can be written $J\alpha+J_-\beta$. Then $J_Z=J(1+\epsilon\alpha)+\epsilon J_-\beta$, and for small $\epsilon$ multiplication by $(1+\epsilon\alpha)^{-1}$, which changes no eigenvalue, gives $J+\epsilon J_-\Gamma$ with $\Gamma=\beta(1+\epsilon\alpha)^{-1}$. Because the cross terms between $J$ and $J_-$ vanish, the energy matrix and the metric become
\begin{equation}
L+\epsilon^2\Gamma^\dagger L_-\Gamma,\qquad \tilde S+\epsilon^2\Gamma^\dagger\tilde S_-\Gamma .
\end{equation}
For a nondegenerate level with $a^\dagger\tilde Sa=1$, first-order perturbation theory in $\epsilon^2$ gives
\begin{equation}
\theta_k-E_k=\epsilon^2(\Gamma a)^\dagger(L_--E_k\tilde S_-)(\Gamma a)+O(\epsilon^3).
\end{equation}
The middle matrix is negative definite, since the lower eigenvalues lie below $\mu<E_k$, in accord with \eqref{eq:bound}.

The nonrelativistic limit is taken in a fixed basis. The lower row of $DJ=MJG$, divided by $T$ from the left, reads
\begin{equation}
X=1+\frac{T^{-1}WX}{4c^2}-\frac{XG}{2c^2},\qquad G=S^{-1}(V+TX).\label{eq:fix}
\end{equation}
At $1/c^2=0$ the solution is $X=1$, and by the implicit function theorem one smooth branch starts there. On it $G$ tends to $S^{-1}(T+V)$, with finite eigenvalues, while $L_-\to-T$ and $\tilde S_-\approx T/(2c^2)$ put the others near $-2c^2$. Thus $\mu=-c^2$ separates them, $F\to-T/2$ is negative definite, and the branch is the electronic one. Inserting $X=1$ on the right of \eqref{eq:fix} gives
\begin{equation}
X=1+\frac{T^{-1}W}{4c^2}-\frac{S^{-1}(T+V)}{2c^2}+O(c^{-4}).
\end{equation}
For $h$, complete the square in $L$:
\begin{equation}
L=V+T-(X-1)^\dagger T(X-1)+\frac{X^\dagger WX}{4c^2}=V+T+\frac{W}{4c^2}+O(c^{-4}).
\end{equation}
From $\tilde S=S+T/(2c^2)+O(c^{-4})$ one finds $R=1-S^{-1}T/(4c^2)+O(c^{-4})$, hence
\begin{equation}
h=T+V+\frac{1}{4c^2}\left[W-TS^{-1}(T+V)-(T+V)S^{-1}T\right]+O(c^{-4}).
\end{equation}
The correction combines the relativistic change of kinetic energy, $-TS^{-1}T/(2c^2)$, with terms in the potential. Of these, $W/(4c^2)$ is the potential energy of the small component and includes spin-orbit coupling, while the products of $T$ and $V$ come from the renormalization $R$. The expansion requires $T/(2c^2)$ to be small throughout the basis, which fails as soon as the basis contains tight functions, whatever the nuclear charge, and a heavy nucleus needs such functions; $h$ itself needs no such condition.

As an example, take one electron in the potential $-Z/r$ of a point charge $Z=80$, a round value in the range of heavy metals. With $\mathbf L$ the orbital angular momentum and $\sigma_r=\boldsymbol\sigma\cdot\hat{\mathbf r}$, one has $\pi=-i\sigma_r(\partial_r-\boldsymbol\sigma\cdot\mathbf L/r)$. On a spin-angular function of quantum number $\kappa$, $\boldsymbol\sigma\cdot\mathbf L=-(\kappa+1)$. For a function $g(r)/r$ times this angular part, $\pi$ therefore produces $(g'+\kappa g/r)/r$, apart from the norm-preserving factor $-i\sigma_r$. All matrices reduce to radial integrals. The functions are $g=r^{l+1}e^{-\alpha r^2}$ with 20 exponents $\alpha=20\times2.5^k$ bohr$^{-2}$, $k=0,\dots,19$, for each of $\kappa=-1,1,-2$, which are $s_{1/2}$, $p_{1/2}$ and $p_{3/2}$.

Here $2c^2=37557.7$ hartree, and $\mu=-c^2=-18778.9$ hartree is used. For $\kappa=-1$ the highest eigenvalue of $Q$ in the metric $M_S$ is $-37820.0$ hartree, so (i) holds. The highest lower level is $-37849.9$ and the lowest electronic level $-3532.2$ hartree. The large block alone reaches down to $-4.11\times10^6$ hartree, far below the gap; the kinetic coupling is what keeps the electronic levels above it.

To find $X$ without eigenvectors, bring the problem to an orthonormal basis and let $Y$ be the Hamiltonian minus $\mu$, scaled by a positive number. Repeat $Y\to(Y+Y^{-1})/2$. A positive eigenvalue $y$ goes to $y'$ with $(y'-1)/(y'+1)=[(y-1)/(y+1)]^2$ and so tends to 1; a negative one tends to $-1$. The limit gives the projector $P=(1+Y)/2$ on the electronic space. Its left blocks are $P_{LL}=AA^\dagger$ and $P_{SL}=BA^\dagger$, so $X=P_{SL}P_{LL}^{-1}$ in that basis, from which it is transformed back.

Diagonalizing $h$ and $D$ separately gives energies that differ by at most $2\times10^{-9}$ hartree for the four states below. In hartree,
\begin{equation}
\begin{array}{lccc}
&\text{from }h&\text{point charge}&\text{nonrelativistic}\\
1s_{1/2}&-3532.17&-3532.19&-3199.99\\
2s_{1/2}&-904.82&-904.85&-799.97\\
2p_{1/2}&-904.84&-904.85&-799.98\\
2p_{3/2}&-817.79&-817.81&-799.98
\end{array}
\end{equation}
The last column uses $T+V$ in the same basis. The third is the Dirac--Coulomb formula, with principal quantum number $n$,
\begin{equation}
E=c^2\left\{\left[1+\frac{(Z/c)^2}{(n-|\kappa|+\gamma)^2}\right]^{-1/2}-1\right\},\qquad\gamma=\sqrt{\kappa^2-(Z/c)^2}.
\end{equation}
The basis error is at most about 0.03 hartree relative to this formula, and the decoupling neither adds to it nor repairs it. The formula makes $2s_{1/2}$ and $2p_{1/2}$ equal, so their small separation in the second column is also a basis error. The $1s$ energy is $-96.12$ keV, lower than the nonrelativistic value by $332.17$ hartree, or 10.4\% of the magnitude of the latter. The $2p$ splitting is 87.05 hartree, or 2.369 keV. These values belong to the point charge. Spreading the charge over a nucleus with a root-mean-square radius of about 5.5 fm, as for mercury, raises $1s$ by about 2 hartree, far more than the basis error, and radiative corrections are not contained in $D$ at all.

The small component carries a fraction $w=0.09405$ of the $1s$ norm. If $L$ is used with $S$ in place of $\tilde S$, the true $1s$ vector has the quotient $E/(1-w)=-3532.17/0.90595\approx-3899$ hartree. The lowest eigenvalue must lie at or below this, and is $-3927.0$ hartree.

An $X$ computed for the free particle in the same basis, with $V=W=0$, gives $-3686.3$ hartree for $1s$, too low by 154.1 hartree or 4.4\% of the four-component value. By the Dirac equation, $\chi=c\,\pi\varphi/(2c^2+E-V)$, so the ratio of $\chi$ to $\pi\varphi$ depends on the potential at each point. The free-particle $X$ is built from $S$ and $T$ alone and cannot contain this dependence, and by \eqref{eq:bound} the resulting error can only lower the levels. The decoupling is exact for the potential from which $X$ was made.

With $X=1$ the lowest value is $-2.53\times10^6$ hartree. A single tight $s$ Gaussian shows why. Its kinetic energy is $T=3\alpha/2$, and $W/(2T)=-(4Z/3)\sqrt{2\alpha/\pi}$. For $T\gg2c^2$ the quotient $(V+T+W/4c^2)/(1+T/2c^2)$ approaches $2c^2+W/(2T)$, which for the point charge falls without limit as $\alpha$ grows. At the largest exponent, $7.276\times10^8$ bohr$^{-2}$, it is already about $-2.26\times10^6$ hartree. For a nucleus of finite size the fall ends at $2c^2+V(0)$, which for $Z=80$ is still about $-10^6$ hartree, far below the gap. The small component of a fast electron must decrease relative to $\pi\varphi/(2c)$, as $x_+\to2c/p$ does for the free particle, and $X=1$ forbids it.
